# Capillary bending and collapse of tall resist lines during drying, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The first-order deflection law

### 1. What dimensions and symmetry fix

A long resist line that is pulled sideways by liquid on one face bends like a plate clamped along its lower edge. For a slender line three quantities determine the sideways displacement $\delta$ of the top: the net lateral pressure $p$, in N/m², the height $H$, in m, and the bending stiffness per unit length of line $D$, in N m. For small deflections the response is linear in the load, and it depends on load and stiffness through their ratio. The form is therefore

$$ \delta = C \, \frac{p}{D} \, H^a , $$

with a pure number $C$. The ratio $p/D$ has the unit m⁻³, so a length on the left requires $a - 3 = 1$, which gives $a = 4$.

The stiffness $D$ is itself built from an elastic modulus $E$, in N/m², and the line width $w$. Since N m equals (N/m²) m³, it must have the form $D \propto E w^3$. The capillary pressure is built from a surface tension $\gamma$, in N/m, and the width $d$ of the liquid-filled gap, so $p \propto \gamma / d$. Together,

$$ \delta \propto \frac{\gamma \, H^4}{E \, w^3 \, d} . $$

This argument uses more than dimensions. Without the assumption that the cross-section enters through $D$ alone, any function of $H/w$ could multiply the result. That assumption belongs to slender plates, and Part II measures its error.

Symmetry adds a second statement. Reflection in the vertical mid-plane of the line exchanges its two faces and reverses $\delta$. In the linear regime the deflection must therefore be odd under exchange of the two face loads. Equal suctions on both faces give no bending, and the quantity that bends the line is their difference.

What remains is to find the numerical factor, the dependence on contact angle and Poisson ratio, and the range of validity.

### 2. Geometry and assumptions

Let $x$ point across the line toward the liquid-filled gap, $y$ along the line and $z$ upward from the base. The line occupies $-w/2 < x < w/2$ and $0 < z < H$. Its length along $y$ is much greater than $H$, so that all quantities away from the ends are independent of $y$. Forces and moments are given per unit length along $y$. The displacement $u(z)$ is positive toward the liquid, and $\delta = u(H)$.

The reference case is a gap filled to the top on one side of the line and a drained space on the other. Such a difference arises during drying when neighbouring gaps do not empty together. The following conditions hold throughout:

- The resist is a uniform, isotropic, linear elastic solid, and the base is rigid.
- The liquid is at rest. Its surface meets the wall at the top of the line with contact angle $\theta < 90^\circ$, measured through the liquid.
- Surplus liquid can leave when the gap narrows, by evaporation or by flow along the trench.
- The surface energies of the solid do not depend on its strain.

In Part I the gap is also held at its initial value $d$ when the load is computed. This makes the result first order in the deflection.

### 3. The suction in the liquid

Let $s$ be the horizontal distance from the centre of the gap, and let $\psi$ be the inclination of the liquid surface to the horizontal. Consider a strip of surface with arc length $d\ell$. The tension $\gamma$ pulls on both of its edges, and the two directions of pull differ by the angle $d\psi$. The resultant is $\gamma \, d\psi$, normal to the surface and directed toward the gas, because the surface is concave as seen from the gas.

Let the pressure in the liquid be lower than that in the gas by $p$. The gas then pushes the strip toward the liquid with the net force $p \, d\ell$. Equilibrium requires

$$ \gamma \, d\psi = p \, d\ell . $$

The horizontal projection of the strip is $ds = \cos\psi \, d\ell$. Multiplying the balance by $\cos\psi$ gives

$$ \gamma \cos\psi \, d\psi = p \, ds . $$

By symmetry the surface is horizontal at the centre, so $\psi = 0$ at $s = 0$. With $p$ constant, integration gives

$$ \gamma \sin\psi = p \, s . $$

At a vertical wall the surface makes the angle $\theta$ with the vertical, so its inclination to the horizontal is $\psi_w = 90^\circ - \theta$. There $s = d/2$ and $\sin\psi_w = \cos\theta$. Hence

$$ p = \frac{2 \gamma \cos\theta}{d} . $$

The surface is a circular cylinder of radius $R = \gamma / p = d / (2\cos\theta)$. The suction has its full value even when the contact line is at the top of the line, provided that the surface can form the angle $\theta$ there.

Treating $p$ as constant neglects the hydrostatic variation over the height, which is $\rho g H$ for a liquid of density $\rho$ in gravity $g$. The relative error is of order $\rho g H / p$, which is negligible at the scale of the example below.

### 4. The complete lateral force on the wall

The liquid acts on the wall in two ways. Its reduced pressure acts over the wetted face, and its surface pulls at the contact line. An equilibrium argument gives the sum without following the force distribution along the wall.

Cut the liquid along the vertical mid-plane of the gap, and consider the line together with the liquid on its side of the cut. At the cut the liquid surface is horizontal, so its tension pulls with the full force $\gamma$ toward the gap. Below the surface, the reduced pressure pulls with $p$ per unit height. The centre of the surface lies below the contact line by the sag

$$ b = \int \sin\psi \, d\ell = \frac{\gamma}{p} \int_0^{\psi_w} \sin\psi \, d\psi = \frac{\gamma}{p} (1 - \cos\psi_w) = \frac{\gamma}{p} (1 - \sin\theta) , $$

where $d\ell = (\gamma/p) \, d\psi$ has been used. The height of liquid at the cut is $H - b$. The total lateral force per unit length is therefore

$$ F_{\rm tot} = \gamma + p (H - b) = \gamma + pH - \gamma (1 - \sin\theta) = pH + \gamma \sin\theta . $$

The first term is the suction on the whole face. The second is the horizontal component of the surface pull, concentrated at the top. Both are directed toward the liquid. The argument requires $b < H$, so that liquid still covers the base at the centre of the gap.

The surface also pulls downward on the inner face with $\gamma \cos\theta$. Taken alone, this force would bend the line, because it acts at the distance $w/2$ from the mid-plane. The tensions of the solid surfaces must be included, however. Let these be $\gamma_{SL}$ on the wet face and $\gamma_{SV}$ on the dry face. Young's relation is

$$ \gamma_{SV} = \gamma_{SL} + \gamma \cos\theta . $$

Across a horizontal section below the contact line, the part above is pulled down at the inner face by $\gamma_{SL}$ from the solid surface and by $\gamma\cos\theta$ from the liquid surface. It is pulled down at the outer face by $\gamma_{SV}$. The moment of these forces about the mid-plane is

$$ \frac{w}{2} (\gamma_{SL} + \gamma\cos\theta) - \frac{w}{2} \gamma_{SV} = 0 . $$

The bulk of the line thus carries no bending moment from the vertical pull. This is where the assumption of strain-independent surface energies enters. If it fails, the surface stresses of the two faces can differ by another amount of order $\gamma$, and a moment of order $\gamma w$ remains. Compared with the suction moment at the base, which is of order $\gamma H^2 / d$, it is of relative order $w d / H^2$. In the example below, a mismatch equal to $\gamma$ gives the moment $\gamma w/2$, which is 3 % of the base moment. Because it acts along the whole height it changes the tip deflection by about 6 %, comparable to the contact-line correction of Part II, so the assumption matters at that level of accuracy.

For the leading-order law the contact-line pull $\gamma\sin\theta$ is dropped. Part II restores it.

### 5. The bending stiffness of a long line

When the line bends toward positive $x$, its inner face is compressed and its outer face is stretched. For small slopes the vertical strain at distance $x$ from the mid-plane is

$$ \varepsilon_{zz} = - x \, u''(z) , $$

where a prime denotes a derivative with respect to $z$. The lateral stress $\sigma_{xx}$ is of the order of the applied pressure. In a slender line it is much smaller than the bending stress and is set to zero here.

The line is clamped to a rigid base along its whole length, and away from its ends the displacement does not depend on $y$. Hence $\varepsilon_{yy} = 0$. Hooke's law for this component gives

$$ 0 = \frac{\sigma_{yy} - \nu \sigma_{zz}}{E} , \qquad \sigma_{yy} = \nu \sigma_{zz} . $$

The vertical strain then becomes

$$ \varepsilon_{zz} = \frac{\sigma_{zz} - \nu \sigma_{yy}}{E} = \frac{1 - \nu^2}{E} \, \sigma_{zz} . $$

The blocked strain stiffens the line by the factor $1/(1-\nu^2)$ relative to a narrow beam. The bending moment, counted positive when it bends the line toward positive $x$, is

$$ M = - \int_{-w/2}^{w/2} x \, \sigma_{zz} \, dx = \frac{E \, u''}{1 - \nu^2} \int_{-w/2}^{w/2} x^2 \, dx = \frac{E w^3}{12 (1 - \nu^2)} \, u'' . $$

The last integral equals $w^3/12$. This identifies the stiffness:

$$ M = D u'' , \qquad D = \frac{E w^3}{12 (1 - \nu^2)} . $$

One power of $w$ comes from the area of the section, one from the strain, which grows with distance from the mid-plane, and one from the lever arm of the stress.

### 6. Balance of suction and bending

The section at height $z$ must support the moment of all the suction above it. A strip at height $t$ has the lever arm $t - z$, so

$$ M(z) = \int_z^H p \, (t - z) \, dt = \frac{p}{2} (H - z)^2 . $$

The rigid base imposes $u(0) = 0$ and $u'(0) = 0$. One integration of $D u'' = M$ gives the slope:

$$ u'(z) = \frac{p}{2D} \int_0^z (H - t)^2 \, dt = \frac{p}{6D} \left[ H^3 - (H - z)^3 \right] . $$

A second integration gives the displacement:

$$ u(z) = \frac{p}{6D} \left[ H^3 z + \frac{(H - z)^4 - H^4}{4} \right] . $$

At the top, $z = H$, the bracket is $H^4 - H^4/4 = 3H^4/4$. The tip values are therefore

$$ u(H) = \frac{p H^4}{8 D} , \qquad u'(H) = \frac{p H^3}{6 D} . $$

The constant of the dimensional argument is $C = 1/8$. The fourth power of height has a direct reading: the total load gives one power, its lever arm another, and the two integrations from curvature to displacement give the other two.

Inserting the suction and the stiffness,

$$ \delta_0 = \frac{H^4}{8} \cdot \frac{2\gamma\cos\theta}{d} \cdot \frac{12 (1 - \nu^2)}{E w^3} = \frac{3 (1 - \nu^2) \, \gamma \cos\theta \, H^4}{E \, w^3 \, d} , $$

since $2 \times 12 / 8 = 3$. The subscript marks the first-order value.

If both neighbouring gaps are full, with widths $d_1$ on the positive side and $d_2$ on the negative side, the net suction is $2\gamma\cos\theta \, (1/d_1 - 1/d_2)$. The same formula then holds with $1/d$ replaced by $1/d_1 - 1/d_2$. The line bends toward the narrower gap.

The powers $H^4$ and $w^{-3}$ refer to changes made at fixed $d$. If lines and spaces are kept equal while both are scaled, then $d = w$ and the deflection varies as $H^4 / w^4$.

### 7. First-order numerical example

The example uses round model parameters: $\gamma = 30$ mN/m, $\theta = 10^\circ$, $E = 4$ GPa, $\nu = 0.35$, $w = d = 100$ nm and $H = 400$ nm. They describe a low-tension rinse and a moderately stiff solid, not a particular resist.

The suction is

$$ p = \frac{2 \times 0.030 \times \cos 10^\circ}{100 \times 10^{-9}} \ {\rm Pa} = 0.591 \ {\rm MPa} , $$

nearly six times atmospheric pressure. With gas at atmospheric pressure, the absolute pressure in the liquid is about $-0.49$ MPa. The liquid is under tension, and the model assumes that it does not cavitate. For a liquid density of 1000 kg/m³ the hydrostatic variation is about $7 \times 10^{-9}$ of this value. The stiffness is

$$ D = \frac{4 \times 10^9 \times (10^{-7})^3}{12 \times 0.8775} \ {\rm N\,m} = 3.80 \times 10^{-13} \ {\rm N\,m} . $$

The first-order deflection follows as

$$ \delta_0 = \frac{5.909 \times 10^5 \times (4 \times 10^{-7})^4}{8 \times 3.799 \times 10^{-13}} \ {\rm m} = 4.98 \ {\rm nm} , $$

which is 5.0 % of the gap. Halving the height to 200 nm divides it by 16, to 0.31 nm. Reducing the width to 80 nm at the original height and gap multiplies it by $(100/80)^3 = 1.95$, to 9.7 nm. If the other gap is also full but 200 nm wide, half of the suction is cancelled and 2.5 nm remains.

## Part II. Corrections, feedback and collapse

### 8. Symbols and results carried over

A line of height $H$ and width $w$ has Young modulus $E$, Poisson ratio $\nu$ and a rigid base. Liquid of surface tension $\gamma$ and contact angle $\theta$ fills a gap of initial width $d$ on one side, and the other side is drained. Part I gave

$$ p = \frac{2\gamma\cos\theta}{d} , \qquad D = \frac{E w^3}{12(1-\nu^2)} , \qquad \delta_0 = \frac{p H^4}{8D} = \frac{3(1-\nu^2) \gamma\cos\theta \, H^4}{E w^3 d} . $$

Here $p$ is the suction, $D$ the bending stiffness per unit length and $\delta_0$ the first-order tip deflection toward the liquid. The slope at the tip is $pH^3/(6D)$. The liquid surface also exerts a lateral pull $\gamma\sin\theta$ per unit length at the top. The example has $\gamma = 30$ mN/m, $\theta = 10^\circ$, $w = d = 100$ nm and $H = 400$ nm, with $p = 0.591$ MPa and $\delta_0 = 4.98$ nm.

### 9. The pull at the contact line

A lateral force $F$ at the top produces the moment $M = F(H - z)$. Integrating $D u'' = M$ twice from the clamped base gives

$$ u'(z) = \frac{F}{D} \left( H z - \frac{z^2}{2} \right) , \qquad u(z) = \frac{F}{D} \left( \frac{H z^2}{2} - \frac{z^3}{6} \right) . $$

At the top the slope is $F H^2 / (2D)$ and the displacement is $F H^3 / (3D)$. With $F = \gamma\sin\theta$, the ratio to the suction deflection is

$$ \frac{\gamma \sin\theta \, H^3 / (3D)}{2\gamma\cos\theta \, H^4 / (8Dd)} = \frac{4}{3} \, \frac{d}{H} \tan\theta . $$

This term grows with $H^3$, not $H^4$. It is small when $H$ is much greater than $d\tan\theta$. In the example it adds 0.29 nm, or 5.9 % of $\delta_0$. As $\theta$ approaches $90^\circ$ the suction vanishes while the pull remains, so the leading-order law fails there. An implementation intended for large contact angles should include both terms.

We now have the first-order deflection of a line beside a filled gap, together with the correction for the pull at the contact line. What remains is to account for the finite width of the line and for the rise in suction as the gap narrows, and to find the height at which facing lines collapse.
